\section*{The radial Dirac–Coulomb Green function and its poles, derived twice}

\section{Definitions and conventions}

Units are $\hbar=c=m=1$. The nucleus is a fixed point charge with $V(r)=-a/r$, $a=Z\alpha$ and $0<a<|\kappa|$, where $\kappa$ is the nonzero integer Dirac angular quantum number. The radial spinor is $y=(G,F)^T$, with full wave function $r^{-1}(G\,\Omega_{\kappa m},\,iF\,\Omega_{-\kappa m})$. The radial Hamiltonian and Green function are defined by
\begin{equation}
h=\begin{pmatrix}V+1&-\dfrac{d}{dr}+\dfrac{\kappa}{r}\\[2mm] \dfrac{d}{dr}+\dfrac{\kappa}{r}&V-1\end{pmatrix},\qquad
(h-E)\,\mathcal G(r,r';E)=\delta(r-r')\,\mathbf 1 .
\label{def}
\end{equation}
The energy $E$ lies in the complex plane cut along the real axis for $|E|\ge1$. There $\lambda=\sqrt{1-E}\sqrt{1+E}$, with principal roots, has $\mathrm{Re}\,\lambda>0$. Further,
\begin{equation}
\gamma=\sqrt{\kappa^2-a^2},\quad \nu=\frac{aE}{\lambda},\quad \mu=\frac a\lambda,\quad x=2\lambda r,\qquad
\mu^2-\kappa^2=\nu^2-\gamma^2 .
\label{par}
\end{equation}
The last identity follows from $\mu^2-\nu^2=a^2(1-E^2)/\lambda^2=a^2$.

We require $y\sim r^{\gamma}$ at the origin and decay at infinity. The other behaviour at the origin, $r^{-\gamma}$, is not square integrable if $\gamma\ge\frac12$. If $\gamma<\frac12$ it is, and the requirement $r^\gamma$ is then a choice that defines the Hamiltonian. At $a=|\kappa|$ the two exponents merge and the second behaviour at the origin becomes logarithmic. The short-distance coefficient \eqref{C} then diverges and the second derivation below does not apply as written, so we keep to $a<|\kappa|$, although the formula \eqref{result} itself has a finite limit at every $E$ that is not the limit of a level. For $\kappa<0$ the lowest level, $E=\gamma/|\kappa|$, moves to $E=0$ in that limit.

The result to be derived is
\begin{equation}
\mathcal G=\frac{\Gamma(\gamma-\nu)}{2\lambda\Gamma(1+2\gamma)}
\begin{cases}w(r)\,u(r')^T,&r>r'\\ u(r)\,w(r')^T,&r<r'\end{cases}
\label{result}
\end{equation}
with the solutions $u,w$ given in \eqref{u} and \eqref{w}. Its poles in the cut plane are simple and lie at
\begin{equation}
E=\Bigl[1+\frac{a^2}{(n_r+\gamma)^2}\Bigr]^{-1/2},\qquad
n_r=\begin{cases}0,1,2,\dots&\kappa<0\\1,2,\dots&\kappa>0.\end{cases}
\label{levels}
\end{equation}

\section{The two Whittaker solutions}

The rows of $(h-E)y=0$ read
\begin{equation}
G'=-\frac{\kappa}{r}G+(1+E-V)F,\qquad F'=\frac{\kappa}{r}F+(1-E+V)G .
\label{first}
\end{equation}
Put $G=\sqrt{1+E}\,(p+q)$, $F=\sqrt{1-E}\,(p-q)$ and $s=\sqrt{1-E}/\sqrt{1+E}$. Then
\begin{align}
(p+q)'&=-\frac\kappa r(p+q)+\Bigl(\lambda+\frac{as}{r}\Bigr)(p-q),\\
(p-q)'&=\frac\kappa r(p-q)+\Bigl(\lambda-\frac{a}{sr}\Bigr)(p+q).
\end{align}
Take half the sum and half the difference, and use $s-1/s=-2E/\lambda$ and $s+1/s=2/\lambda$. With $D=x\,d/dx=r\,d/dr$,
\begin{equation}
Dp=\Bigl(\frac x2-\nu\Bigr)p-(\mu+\kappa)q,\qquad
Dq=\Bigl(\nu-\frac x2\Bigr)q+(\mu-\kappa)p .
\label{pq}
\end{equation}
Apply $D$ to the second equation, insert the first for $Dp$, and eliminate $(\mu-\kappa)p=Dq-(\nu-\frac x2)q$:
\begin{align}
D^2q&=-\frac x2q+\Bigl(\nu-\frac x2\Bigr)Dq-\Bigl(\nu-\frac x2\Bigr)\Bigl[Dq-\Bigl(\nu-\frac x2\Bigr)q\Bigr]-(\mu^2-\kappa^2)q\nonumber\\
&=\Bigl[\frac{x^2}4-\Bigl(\nu+\frac12\Bigr)x+\gamma^2\Bigr]q .
\end{align}
The same elimination for $p$ changes the sign of the first term, $-\frac x2\to+\frac x2$, and so replaces $\nu+\frac12$ by $\nu-\frac12$. Since $D^2(x^{-1/2}f)=x^{-1/2}(x^2f''+\frac14f)$, the functions $x^{1/2}q$ and $x^{1/2}p$ satisfy Whittaker's equation
\begin{equation}
f''=\Bigl[\frac14-\frac kx+\frac{\gamma^2-\frac14}{x^2}\Bigr]f,\qquad k=\nu\pm\tfrac12 .
\label{whit}
\end{equation}
Writing $f=e^{-x/2}x^{\gamma+1/2}\Phi$ turns this into Kummer's equation
\begin{equation}
x\Phi''+(b-x)\Phi'-\beta\Phi=0,\qquad b=1+2\gamma,\quad \beta=\tfrac12+\gamma-k .
\label{kummer}
\end{equation}
The solution regular at the origin is $M_{k,\gamma}=e^{-x/2}x^{\gamma+1/2}\sum_j\frac{(\beta)_j}{(b)_j\,j!}x^j$, where $(\beta)_j=\beta(\beta+1)\cdots(\beta+j-1)$. The decaying one, $W_{k,\gamma}$, is normalized by $W_{k,\gamma}\sim e^{-x/2}x^k$ at large $x$. Write $M_\pm$ and $W_\pm$ for $k=\nu\pm\frac12$; then $\beta=\gamma-\nu$ for the upper sign and $1+\gamma-\nu$ for the lower.

The relative weights follow from \eqref{pq}. For $(p,q)\simeq x^\gamma(p_0,q_0)$ at the origin, the second equation gives $(\gamma-\nu)q_0=(\mu-\kappa)p_0$, so we may take
\begin{equation}
u:\quad q=(\mu-\kappa)x^{-1/2}M_+,\qquad p=(\gamma-\nu)x^{-1/2}M_- .
\label{u}
\end{equation}
At infinity, $Dp\simeq-\frac x2p$ in the first equation gives $p\simeq(\mu+\kappa)q/x$, hence
\begin{equation}
w:\quad q=x^{-1/2}W_+,\qquad p=(\mu+\kappa)x^{-1/2}W_- .
\label{w}
\end{equation}
The solution $w$ never vanishes identically, but $u$ does when $\mu=\kappa$ and $\nu=\gamma$. Since $\mathrm{Re}\,\mu>0$, this needs $\kappa>0$. For $\kappa>0$ the multiple $\tilde u=\frac{\gamma+\nu}{\mu-\kappa}u$, simplified with \eqref{par}, is
\begin{equation}
\tilde u:\quad q=(\gamma+\nu)x^{-1/2}M_+,\qquad p=-(\mu+\kappa)x^{-1/2}M_- ,
\label{ut}
\end{equation}
and it vanishes nowhere in the cut plane, because $\mathrm{Re}(\mu+\kappa)>0$.

Define $[y_1,y_2]=G_1F_2-F_1G_2$. For solutions at energies $E_1,E_2$ the $\kappa$ terms cancel in its derivative, and \eqref{first} leaves
\begin{align}
\frac{d}{dr}[y_1,y_2]&=\{(1+E_1-V)-(1+E_2-V)\}F_1F_2+\{(1-E_2+V)-(1-E_1+V)\}G_1G_2\nonumber\\
&=(E_1-E_2)\,y_1\!\cdot y_2 .
\label{two}
\end{align}
At equal energies the bracket is therefore independent of $r$. This is the Wronskian of the first-order system. In terms of $p,q$ it is
\begin{equation}
[y_1,y_2]=\lambda\{(p_1+q_1)(p_2-q_2)-(p_1-q_1)(p_2+q_2)\}=2\lambda(q_1p_2-p_1q_2).
\label{bpq}
\end{equation}

\section{First derivation: jump condition and large distance}

For $r\ne r'$ each column of $\mathcal G$ solves the homogeneous equation in $r$. The boundary conditions give $\mathcal G=w(r)b^T$ for $r>r'$ and $\mathcal G=u(r)d^T$ for $r<r'$, where $b,d$ depend on $r'$. The derivative part of $h$ is $J\,d/dr$ with $J=\begin{pmatrix}0&-1\\1&0\end{pmatrix}$. Integrating \eqref{def} across $r=r'$ gives
\begin{equation}
w\,b^T-u\,d^T=J^{-1}=\epsilon,\qquad \epsilon=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.
\end{equation}
Note that $[y_1,y_2]=y_1^T\epsilon y_2$ and $\epsilon^2=-\mathbf 1$. Multiplication from the left by $u^T\epsilon$ gives $[u,w]b^T=-u^T$. Multiplication by $w^T\epsilon$ gives $-[w,u]d^T=-w^T$, that is, $[u,w]d^T=-w^T$. Thus
\begin{equation}
\mathcal G=-\frac1{[u,w]}\begin{cases}w(r)u(r')^T,&r>r'\\u(r)w(r')^T,&r<r'.\end{cases}
\label{kernel}
\end{equation}

To evaluate the bracket at large $r$ we need the growth of $M_{k,\gamma}$. Take $E$ real, so $x>0$. For large $j$,
\begin{equation}
\frac{(\beta)_j}{(b)_j}=\frac{\Gamma(b)}{\Gamma(\beta)}\frac{\Gamma(\beta+j)}{\Gamma(b+j)}\simeq\frac{\Gamma(b)}{\Gamma(\beta)}\,j^{\,\beta-b}.
\end{equation}
The weights $x^j/j!$ are $e^x$ times a Poisson distribution of mean $x$ and width $\sqrt x$, so $j$ may be replaced by $x$ at leading order. Because $\gamma+\frac12+\beta-b=-k$,
\begin{equation}
M_{k,\gamma}\simeq\frac{\Gamma(1+2\gamma)}{\Gamma(\frac12+\gamma-k)}\,e^{x/2}x^{-k}.
\end{equation}
From \eqref{bpq},
\begin{equation}
[u,w]=\frac{2\lambda}{x}\bigl\{(\mu^2-\kappa^2)M_+W_--(\gamma-\nu)M_-W_+\bigr\}.
\label{brMW}
\end{equation}
Here $M_+W_-$ is of order $x^{-\nu-1/2}x^{\nu-1/2}=x^{-1}$ and drops out, while $M_-W_+\simeq x\,\Gamma(1+2\gamma)/\Gamma(1+\gamma-\nu)$. With $\Gamma(1+\gamma-\nu)=(\gamma-\nu)\Gamma(\gamma-\nu)$,
\begin{equation}
[u,w]=-\frac{2\lambda\,\Gamma(1+2\gamma)}{\Gamma(\gamma-\nu)} .
\label{W}
\end{equation}
Both sides are analytic in $E$, so this holds throughout the cut plane. Equations \eqref{kernel} and \eqref{W} give \eqref{result}.

In the cut plane $u$ and $w$ are analytic in $E$, so poles can come only from $\Gamma(\gamma-\nu)$, at $\nu=N\equiv\gamma+n_r$ with $n_r=0,1,\dots$. Then $aE=N\lambda$. Squaring gives $E^2=N^2/(N^2+a^2)$, so $E$ and $\lambda$ are real. Since $\lambda>0$, $E$ is positive, which is \eqref{levels}. The poles are simple because $d\nu/dE=a/\lambda+aE^2/\lambda^3=a/\lambda^3\ne0$.

A pole of the prefactor is a pole of $\mathcal G$ if $u$ is not identically zero there. The exception is $\kappa>0$, $n_r=0$, where $\nu=\gamma$ and $\mu=\kappa$. In terms of $\tilde u$ the prefactor becomes
\begin{equation}
\frac{\Gamma(\gamma-\nu)}{2\lambda\Gamma(1+2\gamma)}\,\frac{\mu-\kappa}{\gamma+\nu}
=-\frac{\Gamma(1+\gamma-\nu)}{2\lambda(\mu+\kappa)\Gamma(1+2\gamma)},
\end{equation}
using $\mu-\kappa=(\nu-\gamma)(\nu+\gamma)/(\mu+\kappa)$. This is finite at $\nu=\gamma$, so the apparent level is absent.

For $a\to0$ at fixed $n_r$, $N\to n_r+|\kappa|$ and $E\simeq1-a^2/(2N^2)$, the Bohr levels with the rest energy added.

\section{Second derivation: sources and short distance}

Now solve $(h-E)y=f$ for a localized source $f=(f_G,f_F)^T$ by writing $y=A(r)u+B(r)w$. The source adds $f_F$ to $G'$ and $-f_G$ to $F'$ in \eqref{first}, so
\begin{equation}
A'u+B'w=(f_F,-f_G)^T .
\end{equation}
Taking the bracket with $w$ on the right, and then with $u$ on the left, gives $A'[u,w]=w\cdot f$ and $B'[u,w]=-u\cdot f$. Decay at infinity requires $A(\infty)=0$, and regularity requires $B(0)=0$. Hence
\begin{equation}
y(r)=-\frac1{[u,w]}\Bigl\{u(r)\int_r^\infty w\cdot f\,dr'+w(r)\int_0^r u\cdot f\,dr'\Bigr\},
\end{equation}
which is the kernel \eqref{kernel}, obtained without a delta function.

For the bracket we now go to $r\to0$, which needs the singular part of $W_{k,\gamma}$. For $\mathrm{Re}\,\beta>0$,
\begin{equation}
W_{k,\gamma}=\frac{e^{-x/2}x^{\gamma+1/2}}{\Gamma(\beta)}\int_0^\infty e^{-xt}t^{\beta-1}(1+t)^{b-\beta-1}dt .
\label{int}
\end{equation}
Indeed, inserting the integral in \eqref{kummer} produces the integrand times $xt^2+xt-bt-\beta$, which is $-\frac{d}{dt}[e^{-xt}t^\beta(1+t)^{b-\beta}]$ and integrates to zero. At large $x$ the integral tends to $\Gamma(\beta)x^{-\beta}$, which gives the required normalization. At small $x$ large $t=\tau/x$ dominates, and the integral tends to $x^{1-b}\int_0^\infty e^{-\tau}\tau^{b-2}d\tau=x^{-2\gamma}\Gamma(2\gamma)$. So
\begin{equation}
W_{k,\gamma}\simeq C_k\,x^{1/2-\gamma},\qquad C_k=\frac{\Gamma(2\gamma)}{\Gamma(\frac12+\gamma-k)} .
\label{C}
\end{equation}
Repeated integration by parts of $t^{\beta-1}$ continues \eqref{int} to all $\beta$. The constant $MW'-M'W$ equals $-2\gamma C_k$ and is analytic in $k$, so the formula for $C_k$ continues too. If $C_k=0$, this constant vanishes and $W$ is a multiple of the regular $M$.

With $M_\pm\simeq x^{\gamma+1/2}$, \eqref{brMW} at $x\to0$ becomes
\begin{align}
[u,w]&=2\lambda\Gamma(2\gamma)\Bigl\{\frac{\nu^2-\gamma^2}{\Gamma(1+\gamma-\nu)}-\frac{\gamma-\nu}{\Gamma(\gamma-\nu)}\Bigr\}\nonumber\\
&=\frac{2\lambda\Gamma(2\gamma)}{\Gamma(\gamma-\nu)}\{-(\nu+\gamma)-(\gamma-\nu)\}
=-\frac{2\lambda\Gamma(1+2\gamma)}{\Gamma(\gamma-\nu)},
\end{align}
in agreement with \eqref{W}.

The levels can be found without inspecting the prefactor. A bound state is a decaying solution, hence a multiple of $w$, whose $x^{-\gamma}$ part is absent. By \eqref{w} and \eqref{C} this requires
\begin{equation}
\frac1{\Gamma(\gamma-\nu)}=0\qquad\text{and}\qquad\frac{\mu+\kappa}{\Gamma(1+\gamma-\nu)}=0 .
\end{equation}
For $\nu=\gamma+n_r$ with $n_r\ge1$ both hold. For $n_r=0$ the second requires $\mu=-\kappa$. Since $\mu^2=\kappa^2$ and $\mu>0$ there, it holds for $\kappa<0$ and fails for $\kappa>0$. This is \eqref{levels}.

It remains to show that each bound state gives a simple pole. Let $v$ be $u$ for $\kappa<0$ and $\tilde u$ for $\kappa>0$; \eqref{kernel} is unchanged by this rescaling. Since $v$ and $w$ are nowhere identically zero, $[v,w]=0$ precisely when they are proportional, which is the bound-state condition. At a level $E_n$, apply \eqref{two} to $v(E),w(E_n)$ from the origin and to $v(E_n),w(E)$ from infinity, where the respective boundary terms vanish. Differentiating in $E$,
\begin{equation}
\frac{d[v,w]}{dE}\Big|_{E_n}=\int_0^r v\cdot w\,dr'+\int_r^\infty v\cdot w\,dr'=\int_0^\infty v\cdot w\,dr .
\label{slope}
\end{equation}
With $w=\sigma v$ this is $\sigma\int v\cdot v\,dr\ne0$. Inserted in \eqref{kernel}, it yields
\begin{equation}
\mathcal G\simeq\frac{y_n(r)\,y_n(r')^T}{E_n-E},\qquad y_n=\frac{v}{\bigl(\int v\cdot v\,dr\bigr)^{1/2}} .
\label{pole}
\end{equation}
The residue in $E$ is $-y_ny_n^T$: the pole carries the normalized bound state.

\section{A one-electron ion with $Z=80$}

For a point nucleus with $Z=80$, $a=0.583788$ and $\gamma=0.811906$ for $|\kappa|=1$. Lengths are in $\hbar/(mc)$. Take $\kappa=-1$, $E=0.5$, $r=1$, $r'=2$, so that $\lambda=0.866025$, $\nu=0.337050$ and $\mu=0.674101$. The solutions are
\begin{align}
u(1)&=(3.09499,\,-0.49958),& w(1)&=(0.69781,\,-0.54939),\nonumber\\
u(2)&=(5.42591,\,0.14566),& w(2)&=(0.35010,\,-0.23973).
\end{align}
The bracket is $-1.70035+0.34861=-1.35174$ at $r=1$ and $-1.30074-0.05100=-1.35174$ at $r=2$. Equation \eqref{W} gives the same value. The prefactor is $1/1.35174=0.73979$, and the upper left element of $\mathcal G(1,2)$ is
\begin{equation}
\mathcal G_{GG}=0.73979\times3.09499\times0.35010=0.8016\;\frac1{\hbar c}.
\end{equation}

The lowest level has $n_r=0$, $\kappa=-1$ and $E=\gamma=0.811906$. Its binding energy is $(1-0.811906)\times510.999\ \mathrm{keV}=96.12\ \mathrm{keV}$ in this point-nucleus model without radiative corrections. Replacing the point by a uniformly charged sphere of rms radius $5.46$ fm lowers the binding energy by about $0.055$ keV, to $96.06$ keV, so the last digit belongs to the model and not to the real ion. There $M_+$ and $W_+$ are both $e^{-x/2}x^{\gamma+1/2}$, so $\sigma=1/(\mu-\kappa)=1/2$. The computed slope $d[u,w]/dE=4.98679$ and \eqref{slope} give $\int u\cdot u\,dr=4.98679/0.5=9.9736$, as direct quadrature does.

At $r=1$, $r'=2$ the pole term \eqref{pole} for the $GG$ element is $0.28471/(E_{1s}-E)$. At $E_{1s}-E=0.01$ it is $28.471$, against $28.443$ for the full function; at $0.001$ the values are $284.710$ and $284.694$. For $\kappa=+1$ at the same energy, the Gamma prefactor alone has residue $-0.2005$, but the contour integral of $\mathcal G$ vanishes to rounding. The numerical check also finds the levels by matching a power series to a numerical integration, without Whittaker functions.

\section{What each derivation assumes}

Both derivations use the solutions $u$ and $w$, the boundary condition $r^\gamma$ and $\mathrm{Re}\,\lambda>0$. They differ in the further information they need.

The first needs the growth of $M$ and the decay of $W$ at infinity, and it treats the source as a delta function. It reads the levels from the prefactor, so it must check separately whether $u$ vanishes at a prefactor pole.

The second needs the singular coefficient of $W$ at the origin, derived for $\mathrm{Re}\,\beta>0$ and then continued. Its level condition concerns the decaying solution itself and excludes the state $\kappa>0$, $n_r=0$ directly. It also supplies the residue.

The two parts of the result have different ranges of validity. Equations \eqref{kernel} and \eqref{slope} use only the first-order system and the boundary conditions. They survive if the point charge is replaced by a finite nuclear charge distribution, with both $u$ and $w$ recomputed from the new potential. If that potential is finite at the origin, the leading regular behaviour there is $r^{|\kappa|}$ instead of $r^\gamma$. It is carried by $G$ for $\kappa<0$ and by $F$ for $\kappa>0$, while the other component vanishes at least as fast as $r^{|\kappa|+1}$. The Gamma-function bracket \eqref{W} and the levels \eqref{levels} rest on $V=-a/r$ down to $r=0$ and do not survive that change.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Z = 80, a = Z*alpha = 0.58378821
energy unit mc^2 = 510.99895 keV
length unit hbar/(mc) = 0.386159 pm
gamma(|k|=1) = 0.81190599, gamma(|k|=2) = 1.91290129
Example: k = -1, E = 0.5 mc^2, r = 1.0, r' = 2.0 hbar/(mc)
lambda = 0.86602540 mc/hbar, nu = 0.33705028, mu = 0.67410055
x = 1.73205081, x' = 3.46410162
u(r): G = 3.09498960, F = -0.49957549
w(r): G = 0.69780883, F = -0.54938700
u(r'): G = 5.42590980, F = 0.14565943
w(r'): G = 0.35009953, F = -0.23972819
[u,w] at 1.0: -1.3517388602
[u,w] at 2.0: -1.3517388602
[u,w] Gamma formula: -1.3517388602
prefactor -1/[u,w] = 0.73978786
Green GG = 0.80160040, GF = -0.54889024 1/(hbar c)
Green FG = -0.12938974, FF = 0.08859872 1/(hbar c)
largest relative inversion error = 3.2e-14
1s1/2: E formula = 0.8119059869, shooting = 0.8119059869 mc^2
  binding energy = 96.1158 keV
  int u.u: quadrature = 9.9735772, formula = 9.9735772 hbar/(mc)
  d[u,w]/dE = 4.986789, int u.w = 4.986789
  GG residue = -0.28471048, -G_n G_n' = -0.28471048 mc/hbar
2s1/2: E formula = 0.9518156300, shooting = 0.9518156300 mc^2
  binding energy = 24.6222 keV
  int u.u: quadrature = 19.9984053, formula = 19.9984053 hbar/(mc)
  d[u,w]/dE = -18.071184, int u.w = -18.071184
  GG residue = -0.02065145, -G_n G_n' = -0.02065145 mc/hbar
2p1/2: E formula = 0.9518156300, shooting = 0.9518156300 mc^2
  binding energy = 24.6222 keV
  int u.u: quadrature = 6.2236498, formula = 6.2236498 hbar/(mc)
  d[u,w]/dE = -18.071184, int u.w = -18.071184
  GG residue = -0.01583182, -G_n G_n' = -0.01583182 mc/hbar
2p3/2: E formula = 0.9564506432, shooting = 0.9564506432 mc^2
  binding energy = 22.2537 keV
  int u.u: quadrature = 1015.4089876, formula = 1015.4089876 hbar/(mc)
  d[u,w]/dE = 253.852248, int u.w = 253.852247
  GG residue = -0.00616912, -G_n G_n' = -0.00616912 mc/hbar
k=+1 at E = 0.81190599 mc^2: max |residue| = 5.0e-16 mc/hbar
  residue of Gamma prefactor alone = -0.200530
negative-energy disc, centre -0.4, radius 0.35: max |integral| = 1.4e-13
E1s-E = 0.1 mc^2: GG = 2.76143, pole term = 2.84710 1/(hbar c)
E1s-E = 0.01 mc^2: GG = 28.44332, pole term = 28.47105 1/(hbar c)
E1s-E = 0.001 mc^2: GG = 284.69358, pole term = 284.71048 1/(hbar c)
\end{verbatim}
